# Two equivalent forms of the muffin-tin Green function

A multiple-scattering calculation must settle which radial functions and which matrix it computes and stores. One choice is the scattering path operator \(\tau\) with functions \(Z\) and \(J\). Another is the structural Green function \(\mathcal G\) with functions \(R\) and \(H\). If the two describe the same Green function, the choice can follow numerical convenience: whether an irregular solution is needed for the density, and what happens where a single-site scattering amplitude vanishes or diverges. It is also then clear how to convert one matrix into the other.

The two forms are, with \(\mathbf r\) in sphere \(n\) and \(\mathbf r'\) in sphere \(n'\), each measured from its own centre,

\[
G=\sum_{LL'}Z_L^n(\mathbf r)\,\tau^{nn'}_{LL'}Z_{L'}^{n'}(\mathbf r')-\delta_{nn'}\sum_L Z_L^n(\mathbf r_<)J_L^n(\mathbf r_>) ,
\]

\[
G=-i\kappa\,\delta_{nn'}\sum_L R_L^n(\mathbf r_<)H_L^n(\mathbf r_>)+\sum_{LL'}R_L^n(\mathbf r)\,\mathcal G^{nn'}_{LL'}R_{L'}^{n'}(\mathbf r').
\]

The first is the Oak Ridge-Bristol form, the second the Jülich form. Here \(r_<\) and \(r_>\) are the smaller and larger of the two radii.

## Common ground

**Hamiltonian.** In Rydberg units \(H=-\nabla^2+\sum_nV_n\), and \(G=(E-H)^{-1}\) with outgoing waves. Each \(V_n\) is real, spherical and zero beyond a radius \(S_n\). The spheres do not overlap and their number is finite. Put \(\kappa=\sqrt E\) with \(\operatorname{Im}\kappa\ge0\); real positive \(E\) means the limit from above the real axis. Let \(Y_L\), \(L=(l,m)\), be real spherical harmonics, \(h_l=j_l+in_l\), and \(f_L(\mathbf r)=f_l(\kappa r)Y_L(\hat{\mathbf r})\).

**Jump condition.** Consider a source of angular shape \(Y_L\) on a shell of radius \(s\). The radial response \(\Gamma\) obeys

\[
\frac1{r^2}\big(r^2\Gamma'\big)'+\Big[E-V-\frac{l(l+1)}{r^2}\Big]\Gamma=\frac{\delta(r-s)}{s^2}.
\]

Integrating across the shell shows that \(r^2\Gamma'\) must jump by \(+1\), with \(\Gamma\) continuous. For two solutions \(f,g\) of the homogeneous equation, \(r^2(fg'-f'g)\) is constant. For \(j_l\) and \(n_l\) the constant follows from small arguments, \(j_l\simeq x^l/(2l+1)!!\) and \(n_l\simeq-(2l-1)!!/x^{l+1}\). These give \(x^2(j_ln_l'-j_l'n_l)=(l+1+l)/(2l+1)=1\). With derivatives taken in \(r\),

\[
r^2(j_lh_l'-j_l'h_l)=\frac i\kappa .\tag{1}
\]

Hence \(-i\kappa j_l(\kappa r_<)h_l(\kappa r_>)\) has jump \(-i\kappa\cdot i/\kappa=1\). It is the free radial Green function.

**Radial solutions.** The regular solution driven by an incident \(j_l\) satisfies

\[
R_l(r)=j_l(\kappa r)-i\kappa\int_0^S j_l(\kappa x_<)h_l(\kappa x_>)V(x)R_l(x)x^2dx ,
\]

where \(x_<\) and \(x_>\) are the smaller and larger of \(r\) and \(x\). For \(r\ge S\) the factor \(h_l(\kappa r)\) leaves the integral:

\[
R_l=j_l-i\kappa t_lh_l,\qquad t_l=\int_0^S j_lVR_l\,x^2dx .\tag{2}
\]

The other functions solve the same radial equation, with exterior forms

\[
H_l=h_l,\qquad J_l=j_l,\qquad Z_l=R_l/t_l=j_l/t_l-i\kappa h_l .
\]

Inside the sphere, \(H_l\) and \(J_l\) are continued inward from \(S\) and are in general irregular at the origin.

**Displaced waves.** A wave leaving site \(m\) must be written as regular waves about site \(n\). Start from \(e^{i\mathbf k\cdot\mathbf x}=4\pi\sum_Li^lj_L(\mathbf x)Y_L(\hat{\mathbf k})\) with \(|\mathbf k|=\kappa\), and project on \(Y_{L'}(\hat{\mathbf k})\):

\[
i^{l'}j_{L'}(\mathbf r+\mathbf D)=\frac1{4\pi}\int d\hat{\mathbf k}\,Y_{L'}(\hat{\mathbf k})\,e^{i\mathbf k\cdot\mathbf r}e^{i\mathbf k\cdot\mathbf D}.
\]

Expanding both exponentials gives a factor \((4\pi)^2/4\pi=4\pi\). With \(C_{LL'L''}=\int Y_LY_{L'}Y_{L''}d\hat{\mathbf k}\),

\[
j_{L'}(\mathbf r+\mathbf D)=\sum_Lj_L(\mathbf r)\,4\pi\sum_{L''}i^{\,l+l''-l'}C_{LL'L''}\,j_{L''}(\mathbf D).
\]

For real \(\kappa\), \(j_l\) is half the sum of \(h_l\) and its complex conjugate. At large \(D\) the outgoing and incoming parts are independent, so the outgoing parts agree separately. Both sides solve the free wave equation in \(\mathbf D\) for \(D>r\), so this agreement extends to all \(D>r\). Thus \(j_{L'}(\mathbf r+\mathbf D)\) and \(j_{L''}(\mathbf D)\) may be replaced by \(h_{L'}\) and \(h_{L''}\). Complex \(\kappa\) follows by continuation. With \(\mathbf D=\mathbf R_n-\mathbf R_m\),

\[
-i\kappa h_{L'}(\mathbf r+\mathbf D)=\sum_Lj_L(\mathbf r)\,g^{nm}_{LL'},
\]

\[
g^{nm}_{LL'}=-4\pi i\kappa\sum_{L''}i^{\,l+l''-l'}C_{LL'L''}h_{L''}(\mathbf D),\qquad g^{nn}=0 .\tag{3}
\]

Below, \(t\), \(g\), \(\tau\) and \(\mathcal G\) are matrices in site and \(L\); \(t\) is diagonal.

## First derivation: from backscattering to \(\tau\)

**The Jülich form.** Put the shell source in channel \(L'\) at radius \(s\) in sphere \(n'\). If that site were alone, the response would be \(-i\kappa R_{l'}(r_<)H_{l'}(r_>)\). It is regular at the origin and outgoing outside. Its jump is correct because the term \(-i\kappa t h\) in \(R\) has no Wronskian with \(h\), so (1) holds for \(R\) and \(H\) too.

Outside the sphere this response is \(-i\kappa R_{l'}(s)h_{L'}\), which by (3) reaches site \(n\) with amplitudes \(g^{nn'}_{LL'}R_{l'}(s)\). Let \(a^n_L\) be the total amplitude of \(j_L\) arriving at site \(n\) from the other sites. The site answers with \(a_L^nR_L\), whose outgoing part is \(-i\kappa t_la^n_Lh_L\). Collecting everything that arrives,

\[
a=gR(s)+gta .
\]

The solution is \(a=\mathcal GR(s)\), where

\[
\mathcal G=g+gt\mathcal G,\qquad \mathcal G=(1-gt)^{-1}g .\tag{4}
\]

Adding \(R_La_L\) to the isolated response gives the Jülich form. Its first term is the isolated site, and its second is all that comes from elsewhere or returns after scattering elsewhere.

**The matrix relation.** The scattering path operator is defined by \(\tau=t+tg\tau\), that is, \((1-tg)\tau=t\). The candidate \(t+t\mathcal Gt\) satisfies this equation:

\[
(1-tg)(t+t\mathcal Gt)=t+t\big(\mathcal G-g-gt\mathcal G\big)t=t ,
\]

where the bracket vanishes by (4). If \(1-tg\) is invertible, therefore,

\[
\tau=t+t\mathcal Gt .\tag{5}
\]

This step does not divide by \(t\). When \(t\) is invertible, the definition also reads \(\tau=(t^{-1}-g)^{-1}\).

**The radial relation.** At and beyond \(S\),

\[
R_l-J_l=(j_l-i\kappa t_lh_l)-j_l=-i\kappa t_lh_l=-i\kappa t_lH_l .
\]

Both ends of this chain solve the same second-order radial equation and have the same value and slope at \(S\). They therefore agree throughout the sphere:

\[
R_l-J_l=-i\kappa t_lH_l .\tag{6}
\]

The irregular parts of \(J_l\) and \(H_l\) at the origin are thus tied together.

**Assembly.** Insert (5) into the first term of the Oak Ridge-Bristol form and use \(Z=R/t\):

\[
Z\tau Z=R\,t^{-1}(t+t\mathcal Gt)\,t^{-1}R=R\,t^{-1}R+R\mathcal GR .
\]

For different sites \(t^{-1}\) has no element, and the two forms already agree. On the same site, the remaining diagonal part in each channel is

\[
\frac{R_l(r_<)R_l(r_>)}{t_l}-Z_l(r_<)J_l(r_>)=\frac{R_l(r_<)}{t_l}\big[R_l(r_>)-J_l(r_>)\big]=-i\kappa R_l(r_<)H_l(r_>),
\]

by (6). This is the first term of the Jülich form, so the two forms are equal.

## Second derivation: matching and uniqueness

This route obtains the Oak Ridge-Bristol form directly from the differential equation, without \(\mathcal G\) and without (5) or (6).

**A particular solution.** In the exterior, the \(j_l/t_l\) part of \(Z_l\) has no Wronskian with \(J_l=j_l\). The rest gives, by (1),

\[
r^2(Z_lJ_l'-Z_l'J_l)=-i\kappa\,r^2(h_lj_l'-h_l'j_l)=-i\kappa\Big(-\frac i\kappa\Big)=-1 .
\]

The value is the same inside the sphere. So \(-Z_l(r_<)J_l(r_>)\) has the required jump \(+1\). It is regular at the origin, because the function of the smaller radius is \(Z_l\). Outside the sphere it contains \(j_l\) alone, a standing wave with an incoming part as well as an outgoing one. It therefore violates the outgoing condition and cannot by itself be the Green function.

**The general solution.** In every sphere add regular solutions \(x^n_LZ_L\). For a source in channel \(L'\) at radius \(s\) in sphere \(n'\), the field just outside sphere \(n\) has the \(L\) component

\[
\Big[\frac{x^n_L}{t^n_l}-\delta_{nn'}\delta_{LL'}Z_{l'}(s)\Big]j_L-i\kappa x^n_Lh_L .
\]

The number \(x^n_L\) is therefore the strength of the wave emitted by site \(n\). No wave comes in from infinity, so the regular part at \(n\) must be the sum of the waves emitted by the other sites:

\[
t^{-1}x-Z(s)=gx,\qquad x=(t^{-1}-g)^{-1}Z(s)=\tau Z(s).
\]

This is the Oak Ridge-Bristol form.

**Uniqueness.** The first part of the previous section showed that the Jülich form also solves the equation with the same source and outgoing condition. Let \(D\) be the difference of the two solutions. The source cancels, so \(HD=ED\). For \(E\) off the real axis, \(\operatorname{Im}\kappa>0\) and \(D\) decays exponentially away from the cluster. It is then a square-integrable eigenfunction of a self-adjoint operator with a complex eigenvalue, which is impossible unless \(D=0\). Real positive energies follow as the limit from above.

**The matrix relation as a result.** Equality of the two forms now implies (5). For different sites, \(t^{-1}\tau t^{-1}=\mathcal G\). On one site, compare the diagonal element in channel \(L\) for \(r<s\) and divide by \(R_l(r)\):

\[
\big[t^{-1}\tau t^{-1}-\mathcal G\big]_{LL}R_l(s)=\frac{J_l(s)}{t_l}-i\kappa H_l(s).
\]

At \(s=S\) the right side has the value and slope of \(j_l/t_l-i\kappa h_l=R_l/t_l\), so it equals \(R_l(s)/t_l\). The bracket is \(1/t_l\). For \(L\ne L'\) on one site the right side is absent and the bracket is zero. Together \(t^{-1}\tau t^{-1}-\mathcal G=t^{-1}\), and multiplication by \(t\) on both sides returns \(\tau=t+t\mathcal Gt\).

## What each derivation assumes

The conversion in the first derivation is finite algebra plus one statement about a radial equation. It holds channel by channel, and so at every angular-momentum cutoff. It does not need either expression to be the true Green function. For the same reason, agreement of the two forms says nothing about whether the cutoff is adequate.

The second derivation needs the outgoing condition and a self-adjoint \(H\), and it needs the complete sum over \(L\) to identify the result with the Green function of the full \(H\). At a finite cutoff the same argument applies to a different Hamiltonian, in which each well acts only on the retained channels: higher partial waves pass through it and nothing is emitted in them. The truncated sums then give only the block of its Green function in the retained channels; the free higher partial waves are left out of them. In return it explains why two differently built expressions must agree, and it yields (5) instead of starting from it.

Both use \(1/t_l\) in every channel in which \(Z_l\) appears, and both use a diagonal \(t\), hence spherical potentials.

**Zero of \(t_l\).** Here \(Z_l\) does not exist. Near the zero, \(R_lR_l/t_l\) and \(Z_lJ_l\) both grow as \(1/t_l\), while their difference stays at \(-i\kappa R_lH_l\). The Jülich form is regular. If all potentials vanish, it goes over into the free result, \(-i\kappa jh\) on site plus \(jgj\) between sites.

**Pole of \(t_l\).** The roles are reversed, for instance at a bound state of the isolated well. The exterior form \(Z_l=j_l/t_l-i\kappa h_l\) tends to \(-i\kappa h_l\), and \(\tau=(t^{-1}-g)^{-1}\) stays finite unless the whole cluster has a pole there. In the Jülich form \(R_l=t_lZ_l\) diverges. In the on-site diagonal element of that channel the divergence cancels between the two terms. Elements linking that channel to another channel or site have no first term; they stay finite because, by (5), the corresponding element of \(\mathcal G=t^{-1}\tau t^{-1}-t^{-1}\) is an element of \(\tau\) divided by the amplitudes at its two ends. As long as \(\tau\) is finite, it supplies one factor \(1/t_l\) for each diverging \(R_l\): it vanishes as \(1/t_l\) when one end is at the pole, and as \(1/t_l^2\) when both are (another \(m\) of the same \(l\), or an identical well). This case is not evaluated numerically below.

**Real and complex energy.** For real positive \(E\) the regular solution is a constant times a real function. Outside, \(R_l=(1-i\kappa t_l)j_l+\kappa t_ln_l\), so the ratio of coefficients \(1/(\kappa t_l)-i\) must be real. Hence

\[
\operatorname{Im}\frac1{t_l}=\kappa,\qquad \operatorname{Im}t_l=-\kappa|t_l|^2 ,
\]

and \(Z_l=(1/t_l-i\kappa)j_l+\kappa n_l\) is real. \(J_l\) is real as well, so \(ZJ\) drops out of \(\operatorname{Im}G\). The spherically averaged density of states per spin is

\[
\bar n(r)=-\frac1{4\pi^2}\sum_LZ_l(r)^2\operatorname{Im}\tau_{LL},\tag{7}
\]

where \(1/\pi\) comes from the spectral formula and \(1/4\pi\) from the angular average. No irregular solution is needed. At complex energy \(Z\) and \(J\) are in general complex, and the \(ZJ\) term must be kept.

## A cluster of three wells

Take three model wells \(V=-V_0(1-r^2/S^2)\) at \(E=0.5\) Ry, so \(\kappa=0.7071\) bohr\(^{-1}\). Their radii are 1.2, 1.0 and 1.1 bohr, their depths 6, 3 and 9 Ry, and their centres lie 3.03 to 3.28 bohr apart. The cutoff is \(l\le5\). Amplitudes \(t\) and \(\tau\) are in Ry bohr\(^3\); Green-function elements and \(\mathcal G\) are in Ry\(^{-1}\) bohr\(^{-3}\).

For site 1, \(t_0=0.54024-1.16333i\). Then \(\kappa|t_0|^2=0.70711\times1.6452=1.1633\), as real energy requires. The structural element is \(\mathcal G_{00}=-0.03429-0.00378i\). Since \(t\) is diagonal, (5) gives

\[
\tau_{00}=t_0+t_0^2\mathcal G_{00}=(0.54024-1.16333i)+(0.03165+0.04712i)=0.57189-1.11621i ,
\]

which is the value found by inverting \(t^{-1}-g\). The neighbours change this element by a few per cent of its size.

The on-site s-s element at radii 0.6 and 0.9 bohr is, in the Jülich form,

\[
(1.12905-0.62312i)+(0.01695+0.02524i)=1.14600-0.59788i ,
\]

and in the Oak Ridge-Bristol form

\[
(0.30632-0.59788i)-(-0.83968)=1.14600-0.59788i .
\]

The division is different although the sum is the same. The Jülich terms separate the isolated site from the surroundings. In the other form, \(Z\tau Z\) carries the whole imaginary part, and the real \(ZJ\) supplies most of the real part. Between sites 1 and 2 there is no second term to share, and both forms give \(0.15035+0.58098i\) for the s-s element at the same two radii.

Agreement between the forms would not reveal an error common to both. The Jülich elements were therefore also tested in the Dyson equation \(G=G_0+G_0VG\), with the right side integrated over all three spheres and the displaced waves evaluated without (3). Over six on-site and off-site elements the largest residual, relative to the element, was \(5\times10^{-15}\). This concerns the retained channels.

The effect of the cutoff appears in the density of states at 0.6 bohr from site 1. It is 0.0294430 Ry\(^{-1}\) bohr\(^{-3}\) for \(l\le1\), 0.0294508 for \(l\le2\) and 0.0294504 for \(l\le5\). At each cutoff, (7) and the Jülich form agree to all nine printed decimals, including \(l\le1\), where the result differs from that for \(l\le5\) by \(2.5\times10^{-4}\) of its value. That small net change is a partial cancellation: the added \(l\ge2\) terms contribute \(+3.2\times10^{-5}\) Ry\(^{-1}\) bohr\(^{-3}\), and the \(l\le1\) terms shift by \(-2.4\times10^{-5}\). The density for \(l\le5\), 0.00216 eV\(^{-1}\) bohr\(^{-3}\), is 1.64 times the free-electron value at this energy.

The first zero of \(t_0\) at nonzero depth is reached with an isolated well of radius 1.2 bohr by deepening it to \(V_0=23.864\) Ry; the next lies near 69.8 Ry. There \(-i\kappa R_0H_0=0.2717+0.1923i\) for the same two radii, an ordinary number. With \(V_0\) larger by one part in \(10^4\), \(|t_0|=5.7\times10^{-4}\). For one site \(\tau=t\), so \(Z\tau Z=ZR\), and

\[
ZR-ZJ=(477.5407+0.1924i)-477.2691=0.2716+0.1924i .
\]

The Jülich form gives the same value directly. The large terms exceed the modulus of the result, 0.333, by a factor of about 1400, so the subtraction costs about three digits. Closer to the zero this factor grows as \(1/|t_0|\), so each further factor of ten in \(1/|t_0|\) costs one more digit.

These results suggest a division of labour. At real positive energies away from zeros of \(t_l\), (7) gives the density from regular solutions alone. Near such a zero the \(R,H\) form avoids the subtraction of large terms in the on-site element of \(G\). Formula (7) contains no such subtraction, but \(\operatorname{Im}\tau_{LL}\) is there of order \(\kappa|t_l|^2\), far smaller than \(|\tau_{LL}|\). If \(t_l\) is computed as a general complex number, (7) loses digits at about the same rate; for an isolated well the loss disappears once \(\operatorname{Im}(1/t_l)=\kappa\) is imposed. Near a pole of \(t_l\) the \(Z,J\) form avoids the corresponding cancellation. Relation (5) carries the matrix from one to the other in exact arithmetic. In floating point, recovering an on-site \(\mathcal G_{LL}\) from \(\tau_{LL}-t_l\) loses digits as \(1/|t_l\mathcal G_{LL}|\), which is large near a zero of \(t_l\) and at high \(l\) (\(|t\mathcal G|\) is below \(10^{-7}\) for the \(l=5\), \(m=0\) element of site 1), and \(t+t\mathcal Gt\) cancels near a pole. In those cases the wanted matrix is better obtained from its own equation. The numerical output below lists the higher amplitudes of site 1, the s amplitudes of sites 2 and 3, and a Green function between two points in different spheres.

## Table of computed values

```
energy E = 0.500 Ry, k = 0.707107 1/bohr, main cutoff lmax = 5
site 1: centre [0.0, 0.0, 0.0] bohr, S = 1.2 bohr, V0 = 6.0 Ry
site 2: centre [3.0, 0.4, 0.2] bohr, S = 1.0 bohr, V0 = 3.0 Ry
site 3: centre [1.0, 2.8, 1.2] bohr, S = 1.1 bohr, V0 = 9.0 Ry
distance 1-2 = 3.0332 bohr
distance 1-3 = 3.2062 bohr
distance 2-3 = 3.2802 bohr
site 1: t_0 = 5.402404e-01 -1.163331e+00 i Ry bohr^3
site 1: t_1 = -7.557397e-02 -4.050187e-03 i Ry bohr^3
site 1: t_2 = -8.450384e-04 -5.049380e-07 i Ry bohr^3
site 1: t_3 = -7.294906e-06 -3.762915e-11 i Ry bohr^3
site 1: t_4 = -4.363967e-08 -1.346629e-15 i Ry bohr^3
site 1: t_5 = -1.881636e-10 -2.503550e-20 i Ry bohr^3
site 2: t_0 = -0.5835451 -0.3077634 i Ry bohr^3
site 3: t_0 = 0.6971309 -0.8254643 i Ry bohr^3
elements at radii r = 0.6 and r' = 0.9 bohr, in 1/(Ry bohr^3):
site 1, s-s: tau_00 = 0.5718893 -1.1162104 i Ry bohr^3
site 1, s-s: structural G_00 = -0.0342940 -0.0037818 i 1/(Ry bohr^3)
site 1, s-s: -ik R H = 1.1290519 -0.6231151 i
site 1, s-s: R G R   = 0.0169521 +0.0252391 i
site 1, s-s: Juelich sum = 1.1460040 -0.5978760 i
site 1, s-s: Z tau Z = 0.3063212 -0.5978760 i
site 1, s-s: Z J     = -0.8396828 +0.0000000 i
site 1, s-s: Oak Ridge-Bristol difference = 1.1460040 -0.5978760 i
sites 1-2, s-s: R G R   = 0.1503465 +0.5809759 i
sites 1-2, s-s: Z tau Z = 0.1503465 +0.5809759 i
points: [0.3, 0.4, 0.5] from site 1, [-0.4, 0.2, 0.3] from site 2, bohr
G(r,r') Juelich           = 0.0049293 +0.0199785 i 1/(Ry bohr^3)
G(r,r') Oak Ridge-Bristol = 0.0049293 +0.0199785 i 1/(Ry bohr^3)
density of states per spin at r = 0.6 bohr in site 1, 1/(Ry bohr^3):
  lmax 1: Juelich 0.029443038, Z Im(tau) Z 0.029443038
  lmax 2: Juelich 0.029450786, Z Im(tau) Z 0.029450786
  lmax 3: Juelich 0.029450459, Z Im(tau) Z 0.029450459
  lmax 4: Juelich 0.029450443, Z Im(tau) Z 0.029450443
  lmax 5: Juelich 0.029450442, Z Im(tau) Z 0.029450442
density, lmax 5: 0.00216457 1/(eV bohr^3)
free-electron density: 0.017911224 1/(Ry bohr^3)
isolated well, S = 1.2 bohr: t_0 = 0 at V0 = 23.863752 Ry
at the zero: -ik R H = 0.2717138 +0.1923159 i 1/(Ry bohr^3)
V0 larger by 1 part in 10^4: |t_0| = 5.6980e-04 Ry bohr^3
  Z R = 477.54074 +0.19241 i 1/(Ry bohr^3)
  Z J = 477.26913 -0.00000 i 1/(Ry bohr^3)
  Z R - Z J = 0.2716092 +0.1924052 i 1/(Ry bohr^3)
  -ik R H   = 0.2716092 +0.1924052 i 1/(Ry bohr^3)
largest scaled error of the structure constants = 3.2e-14
largest relative Dyson residual = 5.0e-15
largest relative difference of the two forms = 6.6e-16
largest scaled error of tau = t + t G t: 5.7e-16
largest relative error of R - J = -ik t H: 1.9e-12
```
